\section*{Hexagonal warping and pseudospin of the Bi$_2$Te$_3$ surface Dirac cone, part 2}

On the (111) surface of Bi$_2$Te$_3$ two bands touch at $\bar\Gamma$ in a linear cone, whose energy contours become hexagons and then stars. We ask which term causes this and what it does to the spin. Energies are in eV, lengths in \AA; $\hbar$ is kept.

The surface has a threefold axis $C_3$ along its normal $z$ and a mirror $x\to-x$, with $x$ along $\bar\Gamma\bar K$ and $y$ along $\bar\Gamma\bar M$. We write $k_\pm=k_x\pm ik_y=k\,e^{\pm i\theta}$ and $\sigma_\pm=\sigma_x\pm i\sigma_y$. The $\sigma_i$ are a pseudospin on the $j_z=\pm\tfrac12$ Kramers doublet $|\pm\rangle$ at $\bar\Gamma$. A symmetry $g$ acts by $U_g$ (mirror: $U_M=-i\sigma_x$):
\begin{equation}
U_gH(\mathbf k)U_g^\dagger=H(g\mathbf k).
\label{eq:cov}
\end{equation}
Time reversal requires $\sigma_yH(\mathbf k)^*\sigma_y=H(-\mathbf k)$.

In $H=d_0+\mathbf d\cdot\boldsymbol\sigma$, with $d_\pm=d_x\pm id_y$, $C_3$ allows monomials $k_+^ak_-^b$ with $a-b\equiv0\pmod 3$ in $d_0,d_z$ and $a-b+1\equiv0\pmod 3$ in $d_-$, the coefficient of $\tfrac12\sigma_+$. The mirror makes odd-order coefficients in $d_-$ imaginary. The linear term is
\begin{equation}
\tfrac{i}{2}\hbar v\,(k_+\sigma_--k_-\sigma_+)=\hbar v\,(k_x\sigma_y-k_y\sigma_x),
\label{eq:rashba}
\end{equation}
and through third order
\begin{equation}
H=E_0+\frac{\hbar^2k^2}{2m^*}+\hbar v(1+\alpha k^2)(k_x\sigma_y-k_y\sigma_x)+\frac\lambda2\,(k_+^3+k_-^3)\,\sigma_z .
\label{eq:fu}
\end{equation}

The two-parameter model sets $1/m^*=\alpha=0$ and measures energy from $E_0$:
\begin{equation}
E_\pm=\pm\sqrt{\hbar^2v^2k^2+\lambda^2k^6\cos^23\theta}.
\label{eq:disp}
\end{equation}
For $v,\lambda>0$, let $a=\sqrt{\lambda/\hbar v}$ (now a length), $E^*=\hbar v/a$, $r=ka$, $\epsilon=E/E^*$, $c=\cos^23\theta$. The upper-band contour and its pseudospin are
\begin{equation}
r^2=\frac{2}{\sqrt{3c}}\,\sinh\!\Big[\tfrac13\,\mathrm{arsinh}\big(\tfrac32\sqrt{3c}\,\epsilon^2\big)\Big],
\label{eq:root}
\end{equation}
\begin{equation}
\langle\boldsymbol\sigma\rangle_+=\frac1\epsilon\,\big(-r\sin\theta,\ r\cos\theta,\ r^3\cos3\theta\big).
\label{eq:spin}
\end{equation}
On $\bar\Gamma\bar M$, $r=\epsilon$; on $\bar\Gamma\bar K$, $r=r_0$. The largest tilt and the contour curvatures are
\begin{equation}
|\langle\sigma_z\rangle|_{\max}=\frac{r_0^3}{\epsilon}=\frac{r_0^2}{\sqrt{1+r_0^4}} ,
\label{eq:smax}
\end{equation}
\begin{equation}
\kappa_{\bar M}=a\,\frac{1+9\epsilon^4}{\epsilon},\qquad
\kappa_{\bar K}=a\,\frac{1-6r_0^4}{r_0(1+3r_0^4)} .
\label{eq:kappas}
\end{equation}
Convexity is lost at $\epsilon_c=0.690$. In the fifth-order section $v>0$.

\section{The fifth-order term and the meaning of $\lambda$}

The allowed term $d_-=-i\xi k_+^5$, with $\xi$ real, has $d_x=\xi k^5\sin5\theta$ and $d_y=\xi k^5\cos5\theta$. Its component along $(-\sin\theta,\cos\theta)$, the direction of the linear term, is $\xi k^5(\cos5\theta\cos\theta-\sin5\theta\sin\theta)=\xi k^5\cos6\theta$. Its radial component is $\xi k^5(\sin5\theta\cos\theta+\cos5\theta\sin\theta)=\xi k^5\sin6\theta$. Adding it to the model gives
\begin{equation}
E_+^2=\hbar^2v^2k^2+\tfrac12\lambda^2k^6(1+\cos6\theta)+2\hbar v\,\xi k^6\cos6\theta+\xi^2k^{10},
\end{equation}
and expanding the root to first order in the $k^6$ terms, which divides them by $2\hbar vk$,
\begin{equation}
E_+=\hbar vk+\frac{\lambda^2}{4\hbar v}k^5+\Big(\frac{\lambda^2}{4\hbar v}+\xi\Big)k^5\cos6\theta+O(k^9).
\label{eq:aniso}
\end{equation}
The cubic term is orthogonal to the linear one and acts on the energy only in second order. The fifth-order term interferes with the linear one and acts in first order. Both appear at $k^5$. Equation (\ref{eq:fu}) is complete as a Hamiltonian through $k^3$, but it gives the leading anisotropy of the contour only if $|\xi|\ll\lambda^2/4\hbar v$, which is a property of the material and not of the symmetry. The term also turns the in-plane pseudospin away from the perpendicular, with a radial component $\xi k^4\sin6\theta/\hbar v$ at leading order.

The split between $\lambda$ and $\xi$ depends on the basis. Consider the change of basis $e^{iG(\mathbf k)}$ with
\begin{equation}
G=\tfrac g2\,(k_+^2\sigma_++k_-^2\sigma_-)=g\,\mathbf n\cdot\boldsymbol\sigma,\qquad \mathbf n=k^2(\cos2\theta,-\sin2\theta,0),
\end{equation}
and $g$ real. It obeys (\ref{eq:cov}): $a-b+1=3$, and a real coefficient is what the mirror demands at even order. Under time reversal $\sigma_yG(\mathbf k)^*\sigma_y=-G(-\mathbf k)$, and the sign compensates the conjugation of $i$, so that $\sigma_y(e^{iG(\mathbf k)})^*\sigma_y=e^{iG(-\mathbf k)}$. The transformed matrix $e^{iG}He^{-iG}=H+i[G,H]+\tfrac12 i[G,i[G,H]]+\dots$ thus has all the symmetries of $H$ and the same eigenvalues. From $[\mathbf A\cdot\boldsymbol\sigma,\mathbf B\cdot\boldsymbol\sigma]=2i(\mathbf A\times\mathbf B)\cdot\boldsymbol\sigma$,
\begin{equation}
\mathbf d'=\mathbf d-2g\,\mathbf n\times\mathbf d+2g^2\,\mathbf n\times(\mathbf n\times\mathbf d)+\dots
\label{eq:rot}
\end{equation}
With $\mathbf d_1=\hbar vk(-\sin\theta,\cos\theta,0)$ the two products needed are
\begin{align}
\mathbf n\times\mathbf d_1&=\hbar vk^3(\cos2\theta\cos\theta-\sin2\theta\sin\theta)\,\hat{\mathbf z}=\hbar vk^3\cos3\theta\,\hat{\mathbf z},\nonumber\\
\mathbf n\times\hat{\mathbf z}&=(n_y,-n_x,0)=-k^2(\sin2\theta,\cos2\theta,0).
\end{align}
At order $k^3$ the first gives $\lambda'=\lambda-2g\hbar v$. At order $k^5$ the in-plane change, from $-2g\,\mathbf n\times\lambda k^3\cos3\theta\,\hat{\mathbf z}$ and $2g^2\mathbf n\times(\mathbf n\times\mathbf d_1)$, is $(g\lambda-g^2\hbar v)\,k^5\,2\cos3\theta\,(\sin2\theta,\cos2\theta)$. The identities $2\cos3\theta\sin2\theta=\sin5\theta-\sin\theta$ and $2\cos3\theta\cos2\theta=\cos5\theta+\cos\theta$ split it into a $\xi$ term and an isotropic term. Hence
\begin{equation}
\lambda'=\lambda-2g\hbar v,\qquad \xi'=\xi+g\lambda-g^2\hbar v,\qquad \frac{\lambda'^2}{4\hbar v}+\xi'=\frac{\lambda^2}{4\hbar v}+\xi .
\label{eq:gauge}
\end{equation}
In units $\hbar v=\lambda=1$ with $\xi=0.3$, the choice $g=0.2$ gives $\lambda'=0.6$, $\xi'=0.46$, and $g=0.5$ gives $\lambda'=0$, $\xi'=0.55$; the combination is $0.55$ throughout. The cubic term can be removed altogether. A $\lambda$ fitted to measured contours with $\xi$ omitted is, at leading order, the coefficient in a basis where $\xi'=0$. By (\ref{eq:gauge}) this means $\lambda'^2=\lambda^2+4\hbar v\xi$, so such a basis exists only if $\lambda^2/4\hbar v+\xi\ge0$. When that combination is positive there are two, with $\lambda'$ of opposite sign, because the contour fixes only $\lambda'^2$. When it is negative, (\ref{eq:aniso}) puts the longest radii on $\bar\Gamma\bar K$, which the two-parameter model cannot reproduce. A $\lambda$ computed from a band structure refers to the basis used there. The canonical choice takes the two exact low states at $\mathbf k$, projects them on the doublet at $\bar\Gamma$ and orthonormalizes the projections symmetrically, which introduces no rotation inside the doublet. The fitted value and the canonical value of $\lambda$ agree in magnitude only if $|\xi|\ll\lambda^2/4\hbar v$ in the canonical basis, and the fit does not give the sign. These statements hold at leading order in $k$. For $\hbar v=\lambda=1$ and $\xi=0.3$, a least-squares fit of $v^2$ and $\lambda^2$ in the square of (\ref{eq:disp}) to one contour gives $\lambda^2=2.20$ at $\epsilon=0.1$, $2.36$ at $0.5$ and $2.72$ at $0.65$, against $\lambda'^2=2.2$; a fit to strongly warped contours also absorbs higher orders.

\section{The electron spin}
\label{sec:spin}

The observable is $\Sigma=2s_z/\hbar$, and in the two-band basis it is a matrix $\Sigma(\mathbf k)$ with its own expansion. It is unchanged by $C_3$, odd under the mirror and odd under time reversal. The rules above apply with these signs. Time reversal now puts even orders with $\boldsymbol\sigma$ and odd orders with the identity. The rotation allows $\sigma_z$ at order 0, nothing at order 1, and $k^2\sigma_z$ and $Ck_+^2\sigma_++C^*k_-^2\sigma_-$ at order 2. Oddness under the mirror requires $C=-C^*$. With $C=-i\mu/2$,
\begin{equation}
\Sigma(\mathbf k)=g_z\sigma_z+\mu k^2(\sin2\theta\,\sigma_x+\cos2\theta\,\sigma_y)+\nu k^2\sigma_z+O(k^3).
\end{equation}
For either sign of $v$, the upper state has pseudospin $\mathrm{sgn}(v)(-\sin\theta,\cos\theta,0)+\hat{\mathbf z}\,\lambda k^2\cos3\theta/|\hbar v|$ at leading order. The $\mu$ term meets the in-plane part, which is of order one, through $-\sin2\theta\sin\theta+\cos2\theta\cos\theta=\cos3\theta$, while the $\nu$ term contributes at $k^4$. So
\begin{equation}
\langle\Sigma\rangle_+=\Big(\frac{g_z\lambda}{|\hbar v|}+\mu\,\mathrm{sgn}\,v\Big)k^2\cos3\theta+O(k^3).
\label{eq:real}
\end{equation}
Under the change of basis, (\ref{eq:rot}) applied to $g_z\hat{\mathbf z}$ gives $\mu'=\mu+2gg_z$, and with (\ref{eq:gauge}) the bracket is unchanged, as an observable must be. The pattern $\cos3\theta$ is fixed by symmetry; its amplitude is not fixed by $v$, $\lambda$ and $g_z$.

A $p$ shell with spin shows where $\lambda$ and $\mu$ come from. With $\mathbf L$ and $\mathbf s$ in units of $\hbar$, take $H=H_0+V_1+V_2$,
\begin{align}
H_0&=\Delta L_z^2+\zeta\,\mathbf L\cdot\mathbf s,\qquad V_1=\gamma(k_xL_y-k_yL_x)=\tfrac{i\gamma}2(k_+L_--k_-L_+),\nonumber\\
V_2&=i\eta\,(k_+^2O-k_-^2O^\dagger),\qquad O=L_zL_++L_+L_z .
\end{align}
$H_0+V_1$ has full rotational symmetry about $z$. In $V_2$, $k_+^2O$ carries three units of angular momentum. The mirror sends $L_z\to-L_z$, $L_+\to L_-$, so $k_+^2O\to-k_-^2O^\dagger$ and $V_2$ is unchanged. Time reversal reverses both factors of $L$, sends $O\to O^\dagger$, and conjugates $ik_+^2$ to $-ik_-^2$, which exchanges the two terms. From $L_+|0\rangle=\sqrt2|1\rangle$ and $L_+|{-1}\rangle=\sqrt2|0\rangle$ follow $O|0\rangle=\sqrt2|1\rangle$, $O|{-1}\rangle=-\sqrt2|0\rangle$, $O|1\rangle=0$.

At $k=0$ the states $|1\uparrow\rangle,|{-1}\downarrow\rangle$ have $E_b=\Delta+\zeta/2$. In the basis $|0\uparrow\rangle,|1\downarrow\rangle$, $H_0$ has diagonal $0,\ \Delta-\zeta/2$ and off-diagonal $\zeta/\sqrt2$ from $\tfrac12\zeta(L_+s_-+L_-s_+)$. Its eigenvalues are $E_{a,c}=\tfrac12(\Delta-\zeta/2)\mp\tfrac12W$, with $W^2=(\Delta-\zeta/2)^2+2\zeta^2$, and the mixing angle $\chi$ has $\cos2\chi=(\Delta-\zeta/2)/W$, $\sin2\chi=\sqrt2\zeta/W$. With $C=\cos\chi$, $S=\sin\chi$,
\begin{align}
|a+\rangle&=C|0\uparrow\rangle-S|1\downarrow\rangle, & |c+\rangle&=S|0\uparrow\rangle+C|1\downarrow\rangle,\nonumber\\
|a-\rangle&=-C|0\downarrow\rangle+S|{-1}\uparrow\rangle, & |c-\rangle&=S|0\downarrow\rangle+C|{-1}\uparrow\rangle .
\end{align}
The phase of $|a-\rangle$ makes $e^{-i\pi J_x}=-i\sigma_x$ on the doublet $a$, because $e^{-i\pi L_x}|m\rangle=-|{-m}\rangle$ for $L=1$. The true mirror differs by the parity $-1$ of $p$ orbitals, which cancels in (\ref{eq:cov}). The matrix elements needed are
\begin{align}
O|a+\rangle&=\sqrt2C\,|1\uparrow\rangle,\quad O|a-\rangle=-\sqrt2\,|c+\rangle,\quad O|c-\rangle=-\sqrt2\,|a+\rangle,\nonumber\\
L_-|a+\rangle&=\sqrt2\sin2\chi\,|a-\rangle+\sqrt2\cos2\chi\,|c-\rangle,\quad \langle a+|L_-|1\uparrow\rangle=\sqrt2C,\nonumber\\
\langle a+|\Sigma|a+\rangle&=\cos2\chi,\quad \langle a+|\Sigma|c+\rangle=\langle c-|\Sigma|a-\rangle=\sin2\chi .
\end{align}
Since $\sigma_-=2|-\rangle\langle+|$, $L_-$ projects to $(\sin2\chi/\sqrt2)\sigma_-$, and comparison with (\ref{eq:rashba}) gives $\hbar v=\gamma\sin2\chi/\sqrt2=\gamma\zeta/W$. Also $g_z=\cos2\chi$. $V_2$ has no element inside the doublet, as time reversal demands.

Let $P$ project on the doublet $a$ and $\bar P=1-P$. Solving the $\bar P$ part of the eigenvalue equation for $\bar P\psi$ and inserting it in the $P$ part gives $E_a+PVP+PV(E-\bar PH\bar P)^{-1}VP$ acting on $P\psi$. At lowest order the inverse is $R=\bar P/(E_a-H_0)$. The terms of order $k^3$ that contain $\eta$ are $P(V_1RV_2+V_2RV_1)P$. Corrections to $R$ and the symmetric orthonormalization add, at order $k^3$, only terms in $\gamma^3$, which are rotationally symmetric and feed $\alpha$. Among the products, those with $k_+k_-^2$ or $k_-k_+^2$ change $j_z$ by two and vanish in the doublet. The coefficient of $k_+^3$ in the $|a+\rangle$ diagonal element is $\lambda/2$:
\begin{align}
\frac\lambda2&=\frac{i\gamma}2\,i\eta\,\langle a+|L_-RO+ORL_-|a+\rangle=-\frac{\gamma\eta}2\Big[\frac{2C^2}{E_a-E_b}+\frac{-2\cos2\chi}{E_a-E_c}\Big],\nonumber\\
\lambda&=2\gamma\eta\Big[\frac{\cos^2\chi}{E_b-E_a}-\frac{\cos2\chi}{W}\Big].
\end{align}
To first order in $V_2$ the basis states become $|a\pm\rangle+RV_2|a\pm\rangle$, so $\Sigma$ gains $P(\Sigma RV_2+V_2R\Sigma)P$. Its element between $\langle a+|$ and $|a-\rangle$ has one path through $|c+\rangle$ and one through $|c-\rangle$, each equal to $i\eta k_+^2(-\sqrt2)\sin2\chi/(-W)$. The same element of the $\mu$ term is $\mu k^2(\sin2\theta-i\cos2\theta)=-i\mu k_+^2$. Terms in $\gamma^2$ are rotationally symmetric and feed $\nu$ only. Therefore $\mu=-2\sqrt2\,\eta\sin2\chi/W=-4\eta\zeta/W^2$.

For the round values $\Delta=1$ eV, $\zeta=0.5$ eV, $\gamma=2$ eV\,\AA, $\eta=5$ eV\,\AA$^2$, which stand for no material, the levels are $E_a=-0.1404$, $E_c=0.8904$, $E_b=1.2500$ eV, so $W=1.0308$ eV and $E_b-E_a=1.3904$ eV. Then $g_z=0.75/1.0308=0.7276$, $\cos^2\chi=(1+g_z)/2=0.8638$, $\hbar v=1/1.0308=0.970$ eV\,\AA, and
\begin{align}
\lambda&=20\,[0.8638/1.3904-0.7276/1.0308]=-1.69\ \text{eV\,\AA}^3,\nonumber\\
\mu&=-10/1.0308^2=-9.41\ \text{\AA}^2 .
\end{align}
The pseudospin tilt has amplitude $\lambda/|\hbar v|=-1.74$ \AA$^2$, and scaling it by $g_z$ gives $-1.27$ \AA$^2$. The bracket in (\ref{eq:real}) is $-1.27-9.41=-10.68$ \AA$^2$, about eight times larger. The reason is visible in the formulas: for these parameters the two paths in $\lambda$ have opposite signs and nearly cancel, while the two paths in $\mu$ are equal and add. The factor eight belongs to this model and says nothing about Bi$_2$Te$_3$; it shows that $\mu$ cannot be dropped on grounds of symmetry or of order in $k$.

\section{Numbers for Bi$_2$Te$_3$}

The inputs are the rough sizes known from fits to photoemission contours, good to about two figures and not computed here: $\hbar v\approx2.5$ eV\,\AA\ and $\lambda\approx2.5\times10^2$ eV\,\AA$^3$. A third figure is carried below so that the arithmetic can be followed; as statements about the material the results deserve two at most, and some fewer. Changing each input by 2\% moves the energy $E_c$ below between $0.166$ and $0.180$ eV, and the tip curvature $\kappa_{\bar M}$ at $0.30$ eV between $144$ and $187$ \AA. The scales are
\begin{equation}
a=\sqrt{250/2.5}\ \text{\AA}=10\ \text{\AA},\qquad E^*=2.5/10\ \text{eV}=0.25\ \text{eV},
\end{equation}
and division by $\hbar$ gives $v=3.8\times10^7$ cm/s. In the two-parameter model the contour loses convexity at $E_c=0.690\times0.25\ \text{eV}\approx0.17$ eV above the touching point. The omitted terms shift this value: $\hbar^2/2m^*=\pm5$ eV\,\AA$^2$ would move it to $0.21$ or $0.14$ eV, and $\xi=\pm625$ eV\,\AA$^5$ to $0.167$ or $0.180$ eV. The anisotropy coefficient in (\ref{eq:aniso}) is $250^2/(4\times2.5)=6250$ eV\,\AA$^5$; a fifth-order coefficient $\xi$ matters unless it is small against this.

Take the chosen value $E_F=0.30$ eV, so $\epsilon=1.2$. Along $\bar\Gamma\bar M$, $k=1.2/10=0.120$ \AA$^{-1}$. Along $\bar\Gamma\bar K$, (\ref{eq:root}) with $c=1$ gives $r_0=0.9178$, which satisfies $r_0^2+r_0^6=0.842+0.598=1.44$. So $k=0.0918$ \AA$^{-1}$, and the ratio of the longest to the shortest radius is $1.31$. With $r_0^4=0.7096$, (\ref{eq:kappas}) gives
\begin{equation}
\kappa_{\bar K}=10\,\frac{1-4.257}{0.9178\times3.129}\ \text{\AA}=-11.3\ \text{\AA},\qquad \kappa_{\bar M}=10\,\frac{1+9\times2.074}{1.2}\ \text{\AA}=164\ \text{\AA},
\end{equation}
a star with concave sides and sharp tips. From (\ref{eq:smax}), $|\langle\sigma_z\rangle|_{\max}=0.9178^3/1.2=0.644$, a tilt out of the plane of $\arcsin0.644=40^\circ$.

Each $\mathbf k$ inside the contour holds one upper-band electron, so the density counted from the touching point is the enclosed area over $(2\pi)^2$,
\begin{equation}
n=\frac1{8\pi^2}\oint k^2d\theta=\frac{6}{4\pi^2a^2}\int_0^{\pi/6}r^2\,d\theta ,
\end{equation}
where the twelve wedges of $30^\circ$ are equivalent. The integral of (\ref{eq:root}) was done by adaptive quadrature. The unwarped cone has $n_0=\epsilon^2/4\pi a^2$, here $1.44/(400\pi)$ \AA$^{-2}=1.15\times10^{13}$ cm$^{-2}$, against $n=0.83\times10^{13}$ cm$^{-2}$, which is lower by 27\% of $n_0$. The sign follows from (\ref{eq:disp}): warping raises $E_+$ everywhere off the mirror lines, so fewer states lie below a given energy.

The same steps at three energies give the following, with densities in units of $10^{12}$ cm$^{-2}$.
\begin{center}
\begin{tabular}{lccc}
$E_F$ (eV) & 0.10 & $E_c$ & 0.30\\
$k_{\bar K}$ (\AA$^{-1}$) & 0.0395 & 0.0639 & 0.0918\\
$k_{\bar M}$ (\AA$^{-1}$) & 0.0400 & 0.0690 & 0.1200\\
$\kappa_{\bar K}$ (\AA) & 20.1 & 0 & $-11.3$\\
$\kappa_{\bar M}$ (\AA) & 30.8 & 44.1 & 164\\
$|\langle\sigma_z\rangle|_{\max}$ & 0.154 & 0.378 & 0.644\\
tilt (deg) & 8.9 & 22 & 40\\
$n$ & 1.26 & 3.49 & 8.31\\
$n_0$ & 1.27 & 3.79 & 11.5
\end{tabular}
\end{center}
At $0.10$ eV, where $\epsilon=0.4$, the two radii differ by 1.2\% of the smaller, while the pseudospin is already tilted by $9^\circ$. This is the difference between an effect of order $\epsilon^4$ and one of order $\epsilon^2$. The estimate $\epsilon^2=0.16$ exceeds the full value $0.154$ by about 4\% of the latter.

Around the contour at $0.30$ eV, (\ref{eq:root}) and (\ref{eq:spin}) give
\begin{center}
\begin{tabular}{cccc}
$\theta$ (deg) & $k$ (\AA$^{-1}$) & $\langle\sigma_z\rangle$ & in-plane\\
0 & 0.0918 & $+0.644$ & 0.765\\
10 & 0.0947 & $+0.614$ & 0.790\\
20 & 0.1051 & $+0.483$ & 0.876\\
30 & 0.1200 & 0 & 1
\end{tabular}
\end{center}
and from $30^\circ$ to $60^\circ$ the entries repeat in reverse order with $\langle\sigma_z\rangle$ negative. The tilt stays near its maximum over much of each side and falls quickly at the tips. Formula (\ref{eq:spin}) accounts for this: as $\cos3\theta$ falls, $r^3$ grows and offsets part of the fall, until $r$ reaches its ceiling $\epsilon$.

These tilts are pseudospin values of the two-parameter model. At $0.30$ eV the reduced radius is close to one, so on $\bar\Gamma\bar K$ the cubic term is $r_0^2=0.84$ times the linear one, and nothing in the symmetry argument bounds the omitted terms $1/m^*$, $\alpha$, $\xi$ or the coupling to bulk states. In photoemission on Bi$_2$Te$_3$ the touching point lies below the top of the bulk valence band and the bulk gap is under $0.2$ eV, so the tabulated energies do not all lie well inside the gap, and $n$ counts the surface band only. The electron spin on $\bar\Gamma\bar K$ is given by (\ref{eq:real}) and its higher-order corrections, for which $g_z$ and $\mu$ must come from the wave functions of the material, in the same basis as $\lambda$. Spin-resolved photoemission measures the spin of the photoelectron, which also depends on the polarization of the light and on the depth probed, and need not equal this expectation value.
